# The Schulze-Hardy Inverse Sixth-Power Law and Its Failure for Weak Charge

Take two identical thick flat plates a distance \(h\) apart in a salt solution, and suppose first that their surface potential is so high that it may be treated as infinite. The salt is a symmetric \(z\!:\!z\) electrolyte with \(n\) ions of each sign per unit volume in the reservoir. The liquid is a continuum of permittivity \(\varepsilon\) at temperature \(T\), and the ions are point charges \(\pm ze\) that follow the mean potential \(\psi\). With \(s\) the distance normal to the plates, Poisson's equation with Boltzmann ion densities reads

\[
\varepsilon\frac{d^2\psi}{ds^2}=-zen\left[\exp\!\left(-\frac{ze\psi}{kT}\right)-\exp\!\left(\frac{ze\psi}{kT}\right)\right]=2zen\,\sinh\frac{ze\psi}{kT}.
\]

Measure potential by \(Y=ze\psi/kT\) and distance by \(X=\kappa s\), where

\[
\kappa^2=\frac{2nz^2e^2}{\varepsilon kT}
\]

is the inverse square of the Debye length. The equation becomes \(d^2Y/dX^2=\sinh Y\), which contains no parameter. The boundary condition \(Y\to\infty\) at both plates contains none either, so the solution depends on the reduced gap \(x=\kappa h\) alone.

The force follows from the midplane, where the field vanishes by symmetry and the pressure is purely osmotic. The ion densities there are \(n\exp(\mp Y_m)\), and the reservoir pressure \(2nkT\) pushes back from outside, so the net repulsive pressure is

\[
P=nkT\left[\exp(Y_m)+\exp(-Y_m)-2\right]=2nkT(\cosh Y_m-1)\equiv nkT\,p(x).
\]

The repulsive energy per unit area is the work of bringing the plates together from infinity:

\[
V_R=\int_h^\infty P\,dh'=\frac{nkT}{\kappa}f(x),\qquad f(x)=\int_x^\infty p(x')\,dx'.
\]

The attraction, from pairwise summation of unretarded dispersion forces between two half-spaces, is \(V_A=-A/(12\pi h^2)=-A\kappa^2/(12\pi x^2)\), with \(A\) the Hamaker constant. Adding the two and taking out the common factor gives the DLVO energy

\[
V=\frac{A\kappa^2}{12\pi x^2}\left[B\,x^2f(x)-1\right],\qquad B=\frac{12\pi nkT}{A\kappa^3}.
\]

The factor outside the bracket is positive. There is therefore a range of gaps with \(V>0\), a barrier against contact, if and only if \(BG>1\), where \(G\) is the maximum of \(x^2f(x)\). Such a maximum exists at a finite gap. At large \(x\) the function \(f\) decays exponentially. At small \(x\) the midplane potential is high and \(2\cosh Y\approx\exp Y\), so the first integral of the equation gives half the gap as

\[
\frac{x}{2}\approx\int_{Y_m}^{\infty}\frac{dY}{\sqrt{\exp Y-\exp Y_m}}=\pi\exp(-Y_m/2).
\]

Hence \(p\approx\exp Y_m\approx4\pi^2/x^2\) and \(f\approx4\pi^2/x\), and \(x^2f\) vanishes at both ends.

The critical coagulation concentration \(n_c\) is defined here by \(BG=1\): the top of the barrier has come down to \(V=0\). Substituting \(\kappa\),

\[
\frac{n}{\kappa^3}=n^{-1/2}\left(\frac{\varepsilon kT}{2z^2e^2}\right)^{3/2},
\]

so \(B\) falls as salt is added, and the energy curve has a positive part below \(n_c\) and none above it. Somewhat above \(n_c\) a local maximum with \(V<0\) can survive, between contact and a shallow outer minimum; it is not counted as a barrier here. Setting \(BG=1\), solving for \(n^{1/2}\) and squaring,

\[
n_c=\left(\frac{12\pi kT\,G}{A}\right)^2\frac{(\varepsilon kT)^3}{8e^6z^6}.
\]

For saturated plates \(G\) is a pure number, and the inverse sixth power is established within mean-field theory before \(f\) is known in closed form. The valence enters through \(\kappa^3\propto z^3n^{3/2}\). One factor of \(n\) in the repulsion leaves \(n^{1/2}\propto z^{-3}\), and the square of this is the Schulze-Hardy law.

A real surface has a finite potential \(\psi_0\), taken positive here, with reduced value \(y=ze\psi_0/kT\). Now \(f\) depends on \(y\) as well as \(x\), and \(y\) contains \(z\). To find how, consider one isolated plate. Multiplying \(Y''=\sinh Y\) by \(Y'\) and integrating from infinity, where \(Y\) and \(Y'\) vanish, gives

\[
\left(\frac{dY}{dX}\right)^2=2(\cosh Y-1)=4\sinh^2\frac Y2,\qquad \frac{dY}{dX}=-2\sinh\frac Y2 ,
\]

with the minus sign because the potential falls away from the plate. Since

\[
\frac{d}{dY}\ln\tanh\frac Y4=\frac{1}{4\sinh(Y/4)\cosh(Y/4)}=\frac{1}{2\sinh(Y/2)},
\]

the equation integrates to

\[
\tanh\frac Y4=\Gamma\exp(-X),\qquad \Gamma=\tanh\frac y4=\tanh\frac{ze\psi_0}{4kT}.
\]

Far from the plate the left side is \(Y/4\), so \(Y\approx4\Gamma\exp(-X)\).

When the two ion clouds overlap weakly, the midplane potential is the sum of two such tails, each taken at \(X=x/2\):

\[
Y_m\approx8\Gamma\exp(-x/2).
\]

For small \(Y_m\), \(2(\cosh Y_m-1)\approx Y_m^2\), and therefore

\[
P\approx64nkT\Gamma^2\exp(-\kappa h),\qquad V_R\approx\frac{64nkT\Gamma^2}{\kappa}\exp(-\kappa h).
\]

In the earlier notation \(f=64\Gamma^2\exp(-x)\). The derivative of \(x^2\exp(-x)\) is \((2x-x^2)\exp(-x)\), which vanishes at \(x=2\). The critical gap is thus two Debye lengths, and \(G=256\exp(-2)\Gamma^2\). The same point follows from requiring \(V=0\) and \(dV/dh=0\) together, the condition for the energy curve to touch zero from below. Inserting \(G\) into \(n_c\), the numerical factor is \(144\times256^2/8=1179648\), and

\[
n_c=1179648\,\pi^2\exp(-4)\,\frac{\varepsilon^3(kT)^5\,\Gamma^4}{A^2e^6z^6}.
\]

The factor \(\Gamma^4\) decides whether the sixth power is seen. Its meaning is clearer if the far field is expressed as an effective potential, the value that a linear theory would need at the surface to produce the same tail:

\[
\psi_{\rm eff}=\frac{4kT}{ze}\Gamma .
\]

Replacing \(\Gamma\) by \(ze\psi_{\rm eff}/4kT\) in the repulsion, and using \(2nz^2e^2/kT=\varepsilon\kappa^2\), gives

\[
V_R=\frac{4nz^2e^2\psi_{\rm eff}^2}{kT\,\kappa}\exp(-\kappa h)=2\varepsilon\kappa\,\psi_{\rm eff}^2\exp(-\kappa h).
\]

At the critical gap \(\kappa h=2\) this must balance \(A\kappa^2/(48\pi)\), so

\[
\kappa_c=\frac{96\pi\exp(-2)\,\varepsilon\psi_{\rm eff}^2}{A},\qquad n_c=\frac{\varepsilon kT\kappa_c^2}{2z^2e^2}\propto\frac{\psi_{\rm eff}^4}{z^2}.
\]

Two powers of \(1/z\) come from screening: ions of higher valence reach a given Debye length at a lower concentration. The other four must come from \(\psi_{\rm eff}\). For a strongly charged surface \(\Gamma\to1\) and \(\psi_{\rm eff}\to4kT/ze\), however high \(\psi_0\) is, as long as the ions are treated as points. The counterions crowded against the surface hide any further charge from the distant solution, and they do so down to a residual potential inversely proportional to their valence. The fourth power of this limit supplies \(z^{-4}\), and the total is \(z^{-6}\).

For a weakly charged surface \(\Gamma\approx ze\psi_0/4kT\), so \(\psi_{\rm eff}\approx\psi_0\). No saturation takes place, the four extra powers are missing, and at fixed \(\psi_0\)

\[
n_c\approx4608\,\pi^2\exp(-4)\,\frac{\varepsilon^3kT\,\psi_0^4}{A^2e^2z^2},
\]

where \(4608=1179648/4^4\). This is the deviation: an inverse square in place of an inverse sixth power, together with a strong dependence on the surface potential that the saturated law lacks.

The inverse square does not depend on holding the potential fixed. If the surface charge density \(\sigma\) is fixed instead, the linear relation \(\sigma=\varepsilon\kappa\psi_0\) turns the weak-overlap repulsion into \((2\sigma^2/\varepsilon\kappa)\exp(-\kappa h)\), and the balance at \(\kappa h=2\) gives

\[
\kappa_c^3=\frac{96\pi\exp(-2)\,\sigma^2}{\varepsilon A}.
\]

Again \(\kappa_c\) is independent of valence, and \(n_c\propto\kappa_c^2/z^2\propto z^{-2}\). In linear theory the salt acts through \(\kappa\) alone, so the critical state is a fixed value of \(nz^2\).

Between the limits, at fixed \(\psi_0\), a local exponent can be defined. Since \(y\propto z\), the derivative of \(\ln\tanh(Y/4)\) found above gives \(d\ln\Gamma/d\ln z=y/[2\sinh(y/2)]\), and

\[
-\frac{d\ln n_c}{d\ln z}=6-4\,\frac{d\ln\Gamma}{d\ln z}=6-\frac{2y}{\sinh(y/2)}.
\]

For small \(y\), \(\sinh(y/2)\approx(y/2)(1+y^2/24)\), and the exponent is \(2+y^2/6\). For large \(y\) it is \(6-4y\exp(-y/2)\). The factor \(y\) in front of the exponential makes the approach to 6 slow: an exponent of 5.5 needs \(y=8.42\), which for \(z=1\) at 300 K is a potential of 218 mV.

For numbers, take the round model values \(A=1.0\times10^{-19}\) J, relative permittivity 80 and \(T=300\) K, so that \(kT=4.142\times10^{-21}\) J and \(kT/e=25.85\) mV. The limit of \(\psi_{\rm eff}\) is then \(4\times25.85\approx103\) mV for \(z=1\), half that for \(z=2\) and a third for \(z=3\). For saturated plates with \(z=1\) the formula gives \(n_c=5.462\times10^{26}\ {\rm m^{-3}}\), or 907 mmol/L, with a Debye length of 0.323 nm. These values can be put back into the condition \(BG=1\), with \(G=256\exp(-2)=34.65\):

\[
\frac{12\pi(5.462\times10^{26})(4.142\times10^{-21})(34.65)(0.323\times10^{-9})^3}{1.0\times10^{-19}}\approx1.00 .
\]

For \(z=2\) the concentration is \(907/64=14.2\) mmol/L, and for \(z=3\) it is \(907/729=1.24\) mmol/L. At half the critical concentration for \(z=1\) the weak-overlap barrier is 1.76 mJ/m². This is an overestimate: the full Poisson-Boltzmann theory gives 1.28 mJ/m². The sign of the error depends on the gap. For saturated plates the weak-overlap repulsion energy is too high above about 1.2 Debye lengths and too low below, where the true \(f\) grows as \(4\pi^2/x\). Divided by \(kT\), the weak-overlap value is about 0.42 \(kT\) per square nanometre, or some 42 \(kT\) for facing areas of 100 nm². At twice the critical concentration no barrier is left.

At a fixed potential of 100 mV, \(\Gamma=0.7474\) for \(z=1\), and the saturated value is reduced to \(907\times0.7474^4\approx283\) mmol/L. For \(z=2\), \(\Gamma=0.959\), and the reduction is slight, from 14.2 to 12.0 mmol/L. For \(z=3\) the result is 1.21 mmol/L, close to saturation. The effective exponent is 4.56 between \(z=1\) and 2, and 5.65 between 2 and 3. A potential of 100 mV is therefore strong for trivalent ions but not for monovalent ones: the monovalent concentration is 24 times the divalent one, not 64 times.

At 20 mV the three concentrations are 1.21, 0.262 and 0.093 mmol/L. The exponents are 2.21 and 2.55, near the weak-charge limit and rising with valence as \(y\) grows. With a fixed charge of 1 mC/m², and the potential taken from the nonlinear solution for an isolated plate, the concentrations for \(z=1\) and 2 are 0.634 and 0.143 mmol/L, an exponent of 2.15. The potential of the isolated plate at the critical concentration is 17.0 mV in both cases. Linear theory predicts equal potentials, because there \(\psi_0=\sigma/\varepsilon\kappa\) and \(\kappa_c\) does not depend on \(z\). Here \(\kappa_c\) in fact differs by about 5% between the two salts, and the potentials stay equal because the first nonlinear corrections cancel. Expanding \(\Gamma\) gives \(\kappa_c\propto\psi_{\rm eff}^2\approx\psi_0^2(1-y^2/24)\), while the slope at the isolated plate gives \(\sigma=\varepsilon\kappa(kT/ze)\,2\sinh(y/2)\approx\varepsilon\kappa\psi_0(1+y^2/24)\). The product leaves \(\sigma\propto\psi_0^3\) with no term in \(y^2\). If the charge stays fixed as the plates approach, their potential rises above the isolated value and the repulsion is stronger than the weak-overlap form, so these two concentrations are underestimates. The full theory at fixed charge gives 0.691 and 0.146 mmol/L, an exponent of 2.24, and isolated-plate potentials of 16.3 and 16.8 mV; the equality of the potentials is a property of the weak-overlap form.

The weak-overlap form is being used near the edge of its range. At \(\kappa h=2\) with \(\Gamma=1\) it gives \(Y_m=8\exp(-1)\approx2.9\), which is not small, while the full solution has \(Y_m=2.3\) at that gap. The error does not vanish for weak surfaces either, because adding two isolated tails does not keep the surface potential fixed. Linear theory at fixed potential gives \(f=4y^2/[\exp(x)+1]\) in place of \(4y^2\exp(-x)\), which moves the critical gap to 2.22 Debye lengths and lowers the prefactor of the weak-charge formula to 0.80 of the value given above. Solving the full Poisson-Boltzmann problem for saturated plates gives \(G=30.7\) instead of 34.6 and moves the critical gap from 2 to 1.86 Debye lengths. Because \(n_c\propto G^2\), the concentration for \(z=1\) drops to about 710 mmol/L, 0.78 of the weak-overlap value. The power of \(z\) is unaffected, as the opening argument requires. That argument assumed an infinite potential; a test at a finite one, 600 mV, gives a full Poisson-Boltzmann exponent of 6.000 between \(z=1\) and 2, while at 5 mV the exponent is 2.015. At fixed potentials of 100 mV and 20 mV the full theory lowers the monovalent concentration to 0.76 and 0.79 of the weak-overlap value, and changes the exponents between \(z=1\) and 2 to 4.53 and 2.23. The approximation thus overestimates the monovalent concentration by 26 to 32% of the full mean-field value in these three cases, and changes the valence dependence little.

Large spheres obey the same law with another prefactor. If the radius \(a\) is much greater than both \(h\) and \(1/\kappa\), the Derjaguin approximation gives the energy of two equal spheres as \(\pi a\int_h^\infty V\,dh'\). With the weak-overlap repulsion this is

\[
V_{\rm s}=\pi a\left[\frac{64nkT\Gamma^2}{\kappa^2}\exp(-\kappa h)-\frac{A}{12\pi h}\right]
=\frac{aA\kappa}{12x}\left[64B\Gamma^2x\exp(-x)-1\right].
\]

The function \(x\exp(-x)\) has its maximum \(\exp(-1)\) at \(x=1\), so \(G\) is replaced by \(64\exp(-1)\Gamma^2\). The critical concentration changes by the factor

\[
\left[\frac{64\exp(-1)}{256\exp(-2)}\right]^2=\frac{\exp(2)}{16}=0.462,
\]

which brings the saturated value for \(z=1\) to 419 mmol/L. The radius cancels, and the power of \(z\) is untouched. The critical gap is now one Debye length. With \(\Gamma=1\) the weak-overlap form gives \(Y_m=8\exp(-1/2)\approx4.9\) there, well outside its range, and the full Poisson-Boltzmann theory lowers the saturated value for \(z=1\) to about 380 mmol/L, at a gap of 0.80 Debye lengths.

The converse inference, from an observed sixth power to strongly charged surfaces, is not safe. Since \(n_c\propto\Gamma^4/z^6\) and \(\Gamma\) depends on the product \(z\psi_0\), a surface whose potential happens to fall as \(1/z\) from one salt to the next keeps \(\Gamma\) constant and shows \(z^{-6}\) at any strength. With 20 mV for \(z=1\) and 10 mV for \(z=2\), the exponent is 6.000. The exponent alone cannot separate the two cases. That takes further knowledge, such as the surface potential, or the absolute critical concentration together with a reliable value of \(A\).

The law also presupposes that \(A\), \(\varepsilon\) and \(T\) are the same for all the salts compared, and that the salts are symmetric; a salt with ions of unequal valence needs a different solution of the Poisson-Boltzmann equation. The model leaves out ion size and correlations, bound ion layers, hydration forces, retardation and the screening of the attraction by salt. Which omission matters most depends on the valence. For \(z=1\) the critical gap of saturated plates is 0.65 nm, only a few molecular diameters, so ion size and hydration forces are a concern and a continuum description is strained. For \(z=3\) the gap is 5.8 nm, which makes a continuum description of the liquid between the plates more reasonable, but retardation grows with the gap and ion correlations grow with valence. Ion size also remains a concern at the surface itself. At 100 mV and \(z=3\) the Boltzmann factor \(\exp(y)\) raises the counterion density there to about 130 mol/L, more than real ions can reach. Ions of finite size form a thicker layer that screens less well, so at high potentials \(\psi_{\rm eff}\) can exceed \(4kT/ze\), and the sixth power is then no longer assured. The zero-barrier criterion is itself a convention for the onset of rapid coagulation, since particles can cross a barrier of a few \(kT\) by thermal motion. Most of the computed values are collected in the numerical output.

## Numbers as computed

```
Hamaker constant: 1.0e-19 J
relative permittivity: 80; temperature: 300 K
thermal energy kT: 4.1419e-21 J
thermal voltage kT/e: 25.85 mV
prefactor 1179648 pi^2 exp(-4): 2.1324e+05
saturated plates, weak overlap:
 z=1: n_c 5.4620e+26 m^-3, ccc 907 mmol/L, Debye length 0.323 nm, gap 0.647 nm
 z=2: n_c 8.5344e+24 m^-3, ccc 14.17 mmol/L, Debye length 1.294 nm, gap 2.588 nm
 z=3: n_c 7.4924e+23 m^-3, ccc 1.244 mmol/L, Debye length 2.911 nm, gap 5.822 nm
barrier at half the ccc, z=1: 1.7563 mJ/m^2
fixed potential 100 mV, weak overlap:
 z=1: y 3.868, Gamma 0.7474, ccc 283 mmol/L, local exponent 3.716
 z=2: y 7.736, Gamma 0.9591, ccc 11.99 mmol/L, local exponent 5.353
 z=3: y 11.605, Gamma 0.9940, ccc 1.214 mmol/L, local exponent 5.860
 exponent z=1 to 2: 4.561; z=2 to 3: 5.647
fixed potential 20 mV, weak overlap:
 z=1: y 0.774, Gamma 0.1910, ccc 1.208 mmol/L, local exponent 2.098
 z=2: y 1.547, Gamma 0.3686, ccc 0.2616 mmol/L, local exponent 2.373
 z=3: y 2.321, Gamma 0.5228, ccc 0.09296 mmol/L, local exponent 2.774
 exponent z=1 to 2: 2.207; z=2 to 3: 2.552
full PB theory at fixed potential:
 saturated: ccc z=1,2,3: 710.5, 11.1, 0.9746 mmol/L
  ratio to weak overlap, z=1: 0.783; exponent z=1 to 2: 6.000
 100 mV: ccc z=1,2,3: 215.2, 9.291, 0.9496 mmol/L
  ratio to weak overlap, z=1: 0.760; exponent z=1 to 2: 4.534
 20 mV: ccc z=1,2,3: 0.9556, 0.2043, 0.07158 mmol/L
  ratio to weak overlap, z=1: 0.791; exponent z=1 to 2: 2.226
saturated G: full PB 30.664, weak overlap 34.646
saturated critical kappa h, full PB: 1.856
full PB exponent z=1 to 2: 2.015 at 5 mV, 6.000 at 600 mV
fixed charge 1 mC/m^2, weak overlap:
 z=1: ccc 0.634 mmol/L, potential 16.97 mV
 z=2: ccc 0.1427 mmol/L, potential 16.96 mV
 exponent z=1 to 2: 2.152
potential 20 mV (z=1), 10 mV (z=2): exponent 6.000
local exponent 5.5 needs y = 8.42, or 218 mV for z=1
large spheres, saturated, z=1: ccc 418.9 mmol/L, ratio to plates 0.4618
```
